# From the dynamic structure factor to the Compton profile

Give the electron of a hydrogen atom, with the nucleus held fixed, a momentum of 16 atomic units and look at the energy it absorbs. At a loss of 128 hartree the spectral density, multiplied by the momentum transfer, is 0.8483 when all final states are computed in the Coulomb field. The momentum distribution of the ground state alone, with no final state computed at all, predicts 0.8488. The spectrum is also about 16 hartree wide, although the electron was bound by only half a hartree. Both facts follow from the short time in which a large momentum transfer is completed.

## The response and its time form

Atomic units are used, with \(\hbar=m=e=1\), and the electrons are non-relativistic. Let \(N\) electrons be in a normalized bound eigenstate \(\Psi\) of

\[
H=\sum_j \tfrac12 p_j^2+V(\mathbf r_1,\ldots,\mathbf r_N),\qquad H\Psi=E\Psi, \tag{1}
\]

where \(V\) contains the attraction of fixed nuclei and the electron–electron repulsion. A weak probe that couples to the density and transfers momentum \(\mathbf q\) and energy \(\omega\) excites this state, by the golden rule, in proportion to

\[
S(\mathbf q,\omega)=\sum_f\Big|\langle f|\sum_j e^{i\mathbf q\cdot\mathbf r_j}|\Psi\rangle\Big|^2\delta(\omega-E_f+E). \tag{2}
\]

No factor \(1/N\) is included. The \(z\) axis is taken along \(\mathbf q\).

Write \(\delta(x)=(2\pi)^{-1}\int e^{ixt}dt\). In (2) the factor \(e^{-i(E_f-E)t}\) may be replaced by the operator \(e^{-i(H-E)t}\) acting on \(|f\rangle\), after which the complete set of final states sums to unity:

\[
S=\frac1{2\pi}\int dt\,e^{i\omega t}\sum_{jk}\langle\Psi|e^{-i\mathbf q\cdot\mathbf r_j}e^{-i(H-E)t}e^{i\mathbf q\cdot\mathbf r_k}|\Psi\rangle. \tag{3}
\]

The operator \(e^{i\mathbf q\cdot\mathbf r_k}\) adds \(\mathbf q\) to the momentum of electron \(k\): \(e^{-i\mathbf q\cdot\mathbf r_k}\mathbf p_k e^{i\mathbf q\cdot\mathbf r_k}=\mathbf p_k+\mathbf q\). It commutes with \(V\), which depends on positions only. Expanding \((\mathbf p_k+\mathbf q)^2/2\) gives

\[
e^{-i\mathbf q\cdot\mathbf r_k}He^{i\mathbf q\cdot\mathbf r_k}=H+qp_{kz}+\tfrac12q^2. \tag{4}
\]

Moving the right-hand exponential in (3) to the left therefore changes \(H\) into the operator (4). Now measure time by \(s=qt\), the distance covered at speed \(q\), and define

\[
p_q=\frac{\omega}{q}-\frac q2,\qquad X_k=\frac{H-E}{q}+p_{kz}. \tag{5}
\]

The phases combine as \(\omega t-q^2t/2=p_qs\), and \(dt=ds/q\). Hence

\[
qS=\frac1{2\pi}\int ds\,e^{ip_qs}F_q(s),\qquad
F_q(s)=\sum_{jk}\langle e^{-i\mathbf q\cdot(\mathbf r_j-\mathbf r_k)}e^{-isX_k}\rangle. \tag{6}
\]

Nothing has been approximated so far. As \(q\) grows, the binding Hamiltonian in \(X_k\) is divided by \(q\), while the momentum \(p_{kz}\) is not.

## The impulse limit

That \(X_k\) tends to \(p_{kz}\) needs some care, because \(H\) is unbounded. Differentiate a product of exponentials:

\[
\frac{d}{ds'}\,e^{is'X_k}e^{-is'p_{kz}}
=\frac iq\,e^{is'X_k}(H-E)e^{-is'p_{kz}} .
\]

Integrating from 0 to \(s\), multiplying from the left by \(e^{-isX_k}\) and rearranging gives

\[
e^{-isX_k}\Psi=e^{-isp_{kz}}\Psi-\frac iq\int_0^s ds'\,e^{-i(s-s')X_k}(H-E)e^{-is'p_{kz}}\Psi. \tag{7}
\]

The operator \(e^{-is'p_{kz}}\) shifts electron \(k\) by \(s'\) along \(z\). It commutes with the kinetic energy, so the shift affects only the potential. Since \((H-E)\Psi=0\),

\[
(H-E)e^{-is'p_{kz}}\Psi=e^{-is'p_{kz}}\,\Delta_kV(s')\,\Psi,
\qquad
\Delta_kV(s')=V(\ldots,\mathbf r_k+s'\hat{\mathbf z},\ldots)-V. \tag{8}
\]

Exponentials of self-adjoint operators preserve the norm. Equations (7) and (8) thus give

\[
\|e^{-isX_k}\Psi-e^{-isp_{kz}}\Psi\|
\le\frac1q\int_0^{|s|}ds'\,\max_{\pm}\|\Delta_kV(\pm s')\Psi\|. \tag{9}
\]

The right side is finite for Coulomb potentials. To see this, let \(\rho\) be the distance of an electron from any point, fixed or occupied by another electron. In three dimensions \(\nabla\cdot(\hat{\boldsymbol\rho}/\rho)=1/\rho^2\), so integration by parts and the Schwarz inequality give

\[
\int\frac{|f|^2}{\rho^2}\,d^3r=-\int\frac{\partial_\rho|f|^2}{\rho}\,d^3r
\le2\Big(\int\frac{|f|^2}{\rho^2}\,d^3r\Big)^{1/2}\Big(\int|\nabla f|^2d^3r\Big)^{1/2}.
\]

Hence \(\int|f|^2/\rho^2\,d^3r\le4\int|\nabla f|^2d^3r\). A finite kinetic energy bounds every Coulomb term in (9), wherever its singularity has been shifted. At fixed \(s\) the error is at most of order \(1/q\).

The physical content is in (8). Before and after the momentum transfer the electron has the same potential energy, because it has not yet moved. What matters is the change of potential along the path \(s\), and the electron crosses that path in the short time \(s/q\).

For \(j\ne k\), the bound allows the replacement of \(X_k\) by \(p_{kz}\) in (6). What remains is the integral of \(\Psi^*\) times a shifted \(\Psi\), multiplied by \(e^{-i\mathbf q\cdot(\mathbf r_j-\mathbf r_k)}\). The product of two square-integrable functions is absolutely integrable, and the Fourier transform of such a function vanishes at large wave vector, by the Riemann–Lebesgue lemma. The interference between different electrons disappears.

For \(j=k\) the position exponentials cancel. Let \(n(\mathbf p)\) be the momentum density, normalized to \(\int n\,d^3p=N\), and define the Compton profile

\[
J(p_z)=\int\!\!\int n(\mathbf p)\,dp_xdp_y. \tag{10}
\]

Then

\[
F_q(s)\longrightarrow\sum_k\langle e^{-isp_{kz}}\rangle
=\int J(p)e^{-ips}dp\equiv B(s), \tag{11}
\]

and inverting the Fourier transform gives the impulse approximation,

\[
qS(\mathbf q,\omega)\longrightarrow J(p_q),\qquad
p_q=\frac\omega q-\frac q2. \tag{12}
\]

The arrow refers to averages over \(p_q\) with a smooth, localized weight \(g\). Such an average is \((2\pi)^{-1}\int\hat g(s)F_q(s)ds\), where \(\hat g(s)=\int g(p)e^{ips}dp\). Since \(|F_q|\le N^2\) and \(\hat g\) is integrable, the limit may be taken under the integral. The argument does not claim convergence at every single energy.

Because \(\delta(qx)=\delta(x)/q\) for \(q>0\), the same result reads

\[
S\simeq\int n(\mathbf p)\,\delta\!\left(\omega-\tfrac12q^2-qp_z\right)d^3p. \tag{13}
\]

The argument of the delta function is the energy balance \((\mathbf p+\mathbf q)^2/2-p^2/2\) of a free electron. An electron initially at rest gives a line at \(q^2/2\). Motion along \(\mathbf q\) shifts the line by \(qp_z\), a Doppler shift, so a profile of width \(\Delta p\) becomes a spectrum of width \(q\,\Delta p\). The binding enters the width only through the momentum spread \(\Delta p\) of the ground state; the width in energy grows with \(q\) and can far exceed the binding energy.

## Jellium: a slice through a sphere

Take non-interacting electrons in a uniform background, with plane-wave states filled up to \(k_F\) for both spins. This system is infinite, so it is treated directly rather than through the bound-state argument above. The density operator moves one electron from an occupied \(\mathbf k\) to an empty \(\mathbf k+\mathbf q\). Each such final state is reached in one way, with amplitude one:

\[
S=2\sum_{k<k_F,\;|\mathbf k+\mathbf q|>k_F}\delta\!\left(\omega-\tfrac12q^2-qk_z\right). \tag{14}
\]

If \(q>2k_F\), then \(|\mathbf k+\mathbf q|\ge q-k>k_F\), and every final state is empty. The sum becomes an integral over the whole Fermi sphere. Per electron the momentum density is one over its volume, \(3/(4\pi k_F^3)\). The delta function selects the plane \(k_z=p_q\), which cuts the sphere in a disc of area \(\pi(k_F^2-p_q^2)\). Therefore

\[
\frac{qS}{N}=J(p_q)=\frac{3}{4k_F^3}\,(k_F^2-p_q^2),\qquad |p_q|<k_F, \tag{15}
\]

and zero outside. This is the inverted parabola. Its integral is \(\frac{3}{4k_F^3}\left(2k_F^3-\frac23k_F^3\right)=1\). For this model (15) holds at every \(q>2k_F\), without waiting for a limit, because \(H\) commutes with the momenta.

Below \(2k_F\) the Pauli principle removes transitions. The blocked ones start in the overlap of two Fermi spheres whose centres are \(q\) apart. That overlap consists of two caps, with volume

\[
2\pi\int_{q/2}^{k_F}(k_F^2-z^2)\,dz
=2\pi\left(\frac{2k_F^3}{3}-\frac{k_F^2q}{2}+\frac{q^3}{24}\right).
\]

Dividing by \(4\pi k_F^3/3\) and subtracting from one gives the allowed fraction

\[
\frac{3x}{4}-\frac{x^3}{16},\qquad x=\frac{q}{k_F}\le2. \tag{16}
\]

At \(x=0.75\) this is 0.536: nearly half of the free-electron weight is missing, and the full parabola cannot describe the spectrum.

Interactions between the electrons change the ground state, and with it \(n(\mathbf p)\). The parabola belongs to the filled Fermi sphere, not to the impulse approximation as such.

For a numerical case choose one electron per sphere of radius \(r_s=2\) bohr. Equating the densities \(k_F^3/(3\pi^2)\) and \(3/(4\pi r_s^3)\) gives

\[
k_F=\frac{(9\pi/4)^{1/3}}{r_s}=0.960,\qquad J(0)=\frac{3}{4k_F}=0.782 .
\]

The parabola falls to half its height at \(p=k_F/\sqrt2\), so its full width at half maximum is \(\sqrt2\,k_F=1.357\). At \(q=16\) the width in energy is \(16\times1.357=21.7\) hartree, or 591 eV. The spectrum ends at \(128\pm16k_F\), that is at 112.6 and 143.4 hartree.

## Hydrogen: a cubed Lorentzian

For a nucleus of charge \(Z\) the ground state is \(\psi=(Z^3/\pi)^{1/2}e^{-Zr}\). Its momentum amplitude is \(\phi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\psi\,d^3r\). The angular integral of the plane wave is \(4\pi\sin(pr)/(pr)\), and the radial integral is

\[
\int_0^\infty re^{-Zr}\sin(pr)\,dr
=\operatorname{Im}\frac1{(Z-ip)^2}
=\frac{2Zp}{(Z^2+p^2)^2}. \tag{17}
\]

Collecting factors,

\[
n(p)=|\phi|^2=\frac1{8\pi^3}\,\frac{Z^3}{\pi}\,\frac{(8\pi Z)^2}{(Z^2+p^2)^4}
=\frac{8Z^5}{\pi^2(Z^2+p^2)^4}. \tag{18}
\]

In (10) use \(dp_xdp_y=\pi\,du\) with \(u=p_x^2+p_y^2\):

\[
J(p_z)=\frac{8Z^5}{\pi}\int_0^\infty\frac{du}{(Z^2+p_z^2+u)^4}
=\frac{8Z^5}{3\pi\,(Z^2+p_z^2)^3}. \tag{19}
\]

This is the cube of a Lorentzian shape. Unlike the parabola it has no edge, because a bound electron has no largest momentum.

For \(Z=1\) the height is \(8/(3\pi)=0.849\). Half height requires \((1+p^2)^3=2\), so the full width is \(2(2^{1/3}-1)^{1/2}=1.020\). At \(q=16\) this becomes \(16\times1.020=16.3\) hartree, or 444 eV, centred at 128 hartree. That is the width met at the start. It measures the spread of momentum in the ground state, magnified by \(q\).

## How the limit is approached

For one electron, \(F_q(s)=\langle e^{-isX}\rangle\). Take the scalar product of (7) with \(\psi\). In the integral, \(X\) may be replaced by \(p_z\) at the cost of another factor \(1/q\), by (9). The two shifts then combine into \(e^{-isp_z}\):

\[
F_q=B-\frac iq\langle\psi|e^{-isp_z}W_s|\psi\rangle+O(q^{-2}),\quad
W_s=\int_0^s[V(\mathbf r+s'\hat{\mathbf z})-V(\mathbf r)]\,ds'. \tag{20}
\]

For a real \(\psi\) the matrix element is real and \(B\) is real. The first correction is thus \(iD(s)/q\) with real \(D\). Since \(F_q(-s)=F_q(s)^*\), \(D\) is odd in \(s\), and its contribution to (6) is

\[
-\frac{1}{\pi q}\int_0^\infty D(s)\sin(p_qs)\,ds. \tag{21}
\]

This is odd in \(p_q\). To first order the potential skews the profile and leaves its centre value alone.

For hydrogen \(D\) can be reduced to one integral. Let \(r_a=|\mathbf r|\), \(r_b=|\mathbf r+s\hat{\mathbf z}|\) and \(\xi=(r_a+r_b)/s\), with \(s>0\). The path integral of the Coulomb potential follows from the distance \(\rho\) to the axis. Put \(z=\rho\sinh\alpha\) and \(z+s=\rho\sinh\beta\). Then \(\int_0^sds'/|\mathbf r+s'\hat{\mathbf z}|=\beta-\alpha\), and

\[
\xi=\frac{\cosh\alpha+\cosh\beta}{\sinh\beta-\sinh\alpha}=\coth\frac{\beta-\alpha}2,
\qquad \beta-\alpha=\ln\frac{\xi+1}{\xi-1}. \tag{22}
\]

With \(V=-1/r\), (20) gives

\[
D=\int\frac{e^{-s\xi}}{\pi}\left[\ln\frac{\xi+1}{\xi-1}-\frac{s}{r_a}\right]d^3r. \tag{23}
\]

Use \(\eta=(r_a-r_b)/s\) as the second coordinate, so that \(d^3r=(s^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\varphi\). Integrating over \(\varphi\) and over \(-1<\eta<1\) turns the first term into a \(\xi\) integral with weight \((s^3/2)(\xi^2-\frac13)\). In the second, \(r_a=s(\xi+\eta)/2\) cancels one factor of \(\xi^2-\eta^2\) and leaves \(s\int_1^\infty s^2\xi e^{-s\xi}d\xi=s(1+s)e^{-s}\). Hence

\[
D(s)=\frac{s^3}{2}\int_1^\infty\!\Big(\xi^2-\frac13\Big)e^{-s\xi}\ln\frac{\xi+1}{\xi-1}\,d\xi-s(1+s)e^{-s}. \tag{24}
\]

Without the logarithm, the first integral is the overlap of \(\psi\) with its shifted copy, \(B(s)=e^{-s}(1+s+s^2/3)\).

The full response can be computed for comparison. The plane wave is expanded in partial waves up to \(l=130\). For each \(l\) the radial Hamiltonian is diagonalized on 300 Legendre nodes in a sphere of radius 16 bohr. With \(u=2re^{-r}\),

\[
F_q(s)=\sum_l(2l+1)\sum_n|\langle nl|j_l(qr)u\rangle|^2e^{-isX_{nl}},\quad
X_{nl}=\frac{E_{nl}+\frac12-\frac12q^2}{q}. \tag{25}
\]

The profile follows from (6), with the integrand smoothly reduced to zero between \(s=12\) and 28 bohr. Over such a path the electron has typically not returned from the wall, so the discrete box states do not spoil the result.

At \(s=2\) bohr, quadrature of (24) gives \(D=0.0781\). The computed \(q\operatorname{Im}F_q\) is 0.0842, 0.0787 and 0.0783 for \(q=4\), 8 and 16, approaching that value. The profile \(qS\) behaves as follows.

| \(q\) | \(p_q=-0.5\) | \(p_q=0\) | \(p_q=0.5\) |
|---|---|---|---|
| 4 | 0.4552 | 0.8411 | 0.4167 |
| 8 | 0.4446 | 0.8469 | 0.4253 |
| 16 | 0.4395 | 0.8483 | 0.4299 |
| impulse | 0.4346 | 0.8488 | 0.4346 |

Half the difference between the two outer columns is the odd error at \(p_q=0.5\). Its size is 0.0192, 0.0096 and 0.0048, halving each time \(q\) doubles, as (21) requires. At \(q=16\) it is 1.1% of the impulse value there. At the centre the deficits are 0.0077, 0.0019 and 0.0005. They fall by a factor of about four, as expected once the first-order term has dropped out. This is why the agreement quoted at the start is so close: the centre is where the leading error vanishes.

The skew does not move the mean. Since \((H-E)\psi=0\), \(X\psi=p_z\psi\), so \(\langle X\rangle=\langle p_z\rangle=0\) and \(\langle X^2\rangle=\langle p_z^2\rangle\), both as in the impulse limit. The third moment is the first to change. Here \(\langle p_z^3\rangle=0\), and \(p_z\psi\) has magnitude \(|\cos\theta|\,e^{-r}/\sqrt\pi\), a p wave with radial function \(u_1=re^{-r}\). The angular factor is \(\frac1\pi\int\cos^2\theta\,d\Omega=\frac43\), so

\[
\langle X^3\rangle=\frac{\langle p_z(H-E)p_z\rangle}{q}
=\frac{4}{3q}\int_0^\infty\!\left[\frac{u_1'^2}{2}+\frac{u_1^2}{r^2}-\frac{u_1^2}{r}+\frac{u_1^2}{2}\right]dr
=\frac{2}{3q}. \tag{26}
\]

The four integrals are \(\frac18\), \(\frac12\), \(-\frac14\) and \(\frac18\). Near the centre the spectrum leans towards low loss, as the table shows. The zero mean and the positive third moment require this to be balanced by extra weight further out on the high-loss side; at large \(q\) the odd error changes sign near \(|p_q|=1.1\), about one full width from the centre (1.13 at \(q=16\), 1.22 at \(q=4\)).

## Where the approximation fails

For nuclear charge \(Z\), measuring lengths in \(1/Z\) and momenta in \(Z\) turns \(X/Z\) into the hydrogen operator with \(q\) replaced by \(q/Z\). The condition for a 1s electron is therefore \(q\gg Z\), not merely a loss larger than the binding energy. A 1s electron bound to a heavier nucleus reaches the limit at a proportionally larger \(q\). The scaling does not compare different shells, and a weaker binding does not by itself mean faster convergence: for hydrogen, (20) gives a largest odd error, relative to the height of the profile, of about \(0.10/q\) for 1s and \(0.19/q\) for 2s.

Even at large \(q\) the limit is taken at fixed \(p_q\). The profile (19) extends to \(p_q<-q/2\), which means \(\omega<0\), whereas a ground state can only absorb energy. Below the ionization threshold the true spectrum consists of discrete lines, which are not present in \(J\); for hydrogen their averaged strength joins the continuum without a step.

The nucleus was held fixed. For a free atom with proton mass \(M=1836\), the relative motion has reduced mass \(\mu=M/(M+1)\) and receives the momentum \(\mu q\), while the centre of mass takes the energy \(q^2/2(M+1)\). Measuring lengths in \(1/\mu\) and energies in \(\mu\) shows that at \(\omega=q^2/2\) both \(qS\) and \(J(0)\) are multiplied by \(1/\mu=1.00054\). The values 0.8483 and 0.8488 become 0.8488 and 0.8493: the deficit is unchanged, but the shift is as large as the deficit.

Raising \(q\) eventually makes the electron relativistic. At \(q=16\) the ratio \(q/c\) is 0.117. Expanding \(c\sqrt{c^2+q^2}-c^2=\frac12q^2\left(1-q^2/4c^2+\cdots\right)\) shows that the recoil energy of 128 hartree, or 3.48 keV, is too high by about 0.3%. This shift, \(q^4/8c^2=0.44\) hartree, must be compared with the width of the spectrum, not with the recoil energy. In the variable \(p_q\) it is \(q^3/8c^2=0.027\), about 2.7% of the hydrogen width of 1.020. At \(p_q=0.5\), where the slope of (19) is \(-6p_qJ/(1+p_q^2)\approx-1.04\), it changes the profile by about 0.03, several times the odd error of 0.0048. At the centre the shift alone lowers the profile by about \(3\times0.027^2\times0.849\approx0.002\), more than the deficit of 0.0005. It is not the only relativistic change there. The Doppler term \(qp_z\) becomes \(vp_z\) with the recoil speed \(v\approx q(1-q^2/2c^2)\), which narrows the profile and raises its centre by about \(0.0068\times0.849\approx0.006\), and the overlap of the initial and final spinors gives a further correction of relative order \(q^2/c^2\). The four-figure comparisons above therefore test the limit within the non-relativistic model. For a 1s electron the non-relativistic formula needs \(q\gg Z\), \(q\ll c\) and \(q^3\ll8Zc^2\), with \(c\approx137\) in these units; for hydrogen the last condition, \(q\ll53\), is the stricter upper one.
